# Source-drain tunnelling and subthreshold swing at low temperature

**The problem.** A transistor with a very short gate is switched off by raising a potential barrier between source and drain. At low temperature few electrons can climb over the barrier, and the remaining current tunnels through it. We ask how well the gate controls this current, and how the answer depends on gate length.

The model has one transverse subband with two spin states and no scattering. Source and drain have the same band edge, taken as the zero of energy. Between them, for \(0<x<L\), lies a flat barrier, and \(L\) is taken as the gate length. In a real short device the barrier is rounded and its width can differ from the gate length, so the numerical swings below belong to the model and are not predictions for a particular transistor. The Fermi energy is \(E\), and the barrier top lies at \(E+\varphi\), so \(\varphi\) is the height an electron at the Fermi level lacks.

Rydberg atomic units are used: \(\hbar^2/(2m_e)=1\), lengths in bohr, energies in Ry. With an effective mass \(\mu\), in units of the free-electron mass and the same everywhere, the Schrödinger equation at energy \(\varepsilon\) is

\[ -\frac{1}{\mu}\,\psi''+V\psi=\varepsilon\psi . \]

The gate voltage is expressed as an energy \(u\), the voltage times the elementary charge. A positive change of \(u\) lowers the barrier rigidly:

\[ \varphi=\varphi_0-\alpha u , \]

with a constant gate efficiency \(\alpha\). The Fermi energy \(E\) in the leads does not respond to the gate.

The numerical example has round model parameters: \(\mu=0.2\), \(E=0.005\) Ry, \(\varphi=0.02\) Ry, \(L=100\) bohr (5.29 nm) and \(\alpha=0.9\).

## (a) Conductance and transmission

*Express the small-bias conductance at zero temperature through the transmission probability, and find that probability for a thick barrier.*

**Solution.** A drain voltage \(V_D\) lowers the drain's chemical potential by \(eV_D\). The net current is

\[ I=\frac{2e}{h}\int T(\varepsilon)\,[f(\varepsilon)-f(\varepsilon+eV_D)]\,d\varepsilon , \]

where \(f\) is the Fermi function of the source and the factor 2 counts spin. For small \(V_D\) the bracket is \(-eV_D f'(\varepsilon)\), so \(I=GV_D\) with

\[ G=\frac{2e^2}{h}\int T(\varepsilon)\,[-f'(\varepsilon)]\,d\varepsilon . \]

At zero temperature \(-f'\) is a delta function at \(E\), and \(G=(2e^2/h)\,T(E)\).

At the Fermi level the wave number in the leads is \(k=\sqrt{\mu E}\), and the decay constant in the barrier is \(\kappa=\sqrt{\mu\varphi}\). Let the transmitted wave be \(e^{ik(x-L)}\). Then \(\psi(L)=1\) and \(\psi'(L)=ik\), and the solution of \(\psi''=\kappa^2\psi\) with these values is

\[ \psi(x)=\cosh\kappa(L-x)-\frac{ik}{\kappa}\sinh\kappa(L-x). \]

In the source \(\psi=Ae^{ikx}+Be^{-ikx}\). Continuity at \(x=0\) gives \(A+B=\psi(0)\) and \(ik(A-B)=\psi'(0)\). Adding the first equation to the second divided by \(ik\),

\[ A=\frac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right]. \]

Here \(\psi'(0)=-\kappa\sinh\kappa L+ik\cosh\kappa L\), and \(-\kappa/(ik)=i\kappa/k\). Therefore

\[ A=\cosh\kappa L+\frac{i}{2}\left(\frac{\kappa}{k}-\frac{k}{\kappa}\right)\sinh\kappa L . \]

The velocities on the two sides are equal, so \(T=1/|A|^2\). With \(\cosh^2=1+\sinh^2\) and \(1+\frac14(\kappa/k-k/\kappa)^2=\frac14(\kappa/k+k/\kappa)^2\),

\[ T=\left[1+\frac{(k^2+\kappa^2)^2}{4k^2\kappa^2}\sinh^2\kappa L\right]^{-1}. \]

For \(\kappa L\gg1\), \(\sinh^2\kappa L\simeq e^{2\kappa L}/4\) and the 1 is negligible:

\[ T\simeq P\,e^{-2\kappa L},\qquad P=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}=\frac{16E\varphi}{(E+\varphi)^2}. \]

In the example \(\kappa=\sqrt{0.2\times0.02}=0.06325\) per bohr and \(\kappa L=6.325\). The prefactor is \(P=16\times0.005\times0.02/0.025^2=2.56\), so \(T=2.56\,e^{-12.65}=8.22\times10^{-6}\). Direct integration of the Schrödinger equation gives the same value to the digits shown.

## (b) The swing at a given barrier height

*The swing \(s\) is the change of gate energy per decade of current, taken as a local slope. Find it from the tunnelling exponential alone. What must be held fixed when lengths are compared?*

**Solution.** By definition

\[ s=\left(\frac{d\log_{10}I}{du}\right)^{-1}=\frac{\ln10}{d\ln I/du}. \]

Since \(d\varphi/du=-\alpha\) and \(I\propto T\), we have \(d\ln I/du=-\alpha\,d\ln T/d\varphi\). The exponential contributes \(\ln T\simeq-2L\sqrt{\mu\varphi}\), whence

\[ -\frac{d\ln T}{d\varphi}=2L\,\frac{\sqrt\mu}{2\sqrt\varphi}=L\sqrt{\frac{\mu}{\varphi}}\equiv\beta . \]

The tunnelling-limited swing is therefore

\[ s\simeq\frac{\ln10}{\alpha\beta}=\frac{\ln10}{\alpha L}\sqrt{\frac{\varphi}{\mu}} . \]

In ordinary units, with \(m=\mu m_e\), the swing in volts per decade is

\[ S=\frac{\ln10}{\alpha e}\,\frac{\hbar}{L}\sqrt{\frac{\varphi}{2m}} . \]

The inverse dependence on gate length holds at fixed \(\varphi\), \(\mu\) and \(\alpha\). A longer barrier multiplies the change of \(\kappa\) produced by the gate by a longer path, so the current responds more strongly. If \(\alpha\) itself falls when the gate is shortened, the swing grows faster than \(1/L\).

Temperature does not appear, so cooling cannot reduce this swing towards zero. Nor is the swing constant along a gate sweep: it grows as \(\sqrt\varphi\) as the device is turned further off. This law assumes a single parabolic band, so \(\varphi\) must be small compared with the band gap of the barrier material. In a two-band description \(\kappa\) levels off towards the middle of the gap, and the swing then grows faster. The example heights are not small on this scale for a silicon-like gap. With \(\kappa^2=\mu\varphi(1-\varphi/E_g)\) and \(E_g=1.12\) eV, the height 0.02 Ry (0.27 eV) is about a quarter of the gap, and the swing from the exponential is about 1.7 times the parabolic value. The height 0.04 Ry lies near midgap, where the \(\sqrt\varphi\) law fails altogether. The apparent vanishing of the swing for \(\varphi\to0\) has no physical meaning, because the condition \(\kappa L\gg1\) fails first.

For the example \(\beta=100\sqrt{0.2/0.02}=316.2\) per Ry, and

\[ s\simeq\frac{2.3026}{0.9\times316.2}=0.00809\ \text{Ry per decade}, \]

or 110 mV per decade. The quantity \(1/\beta\), here 0.0032 Ry, is the energy over which the tunnelling exponential changes by about a factor \(e\). The drain bias is small in the sense of part (a) if \(eV_D\) is much smaller than both \(1/\beta\) and \(E\). The second condition is needed because the prefactor also changes with energy, on the scale of \(E\). Then \(T\) is nearly constant across the bias window.

## (c) The effect of the prefactor

*Include the dependence of \(P\) on barrier height. How good is the \(1/L\) law?*

**Solution.** At fixed \(E\), \(\ln P=\ln(16E)+\ln\varphi-2\ln(E+\varphi)\), so

\[ \frac{d\ln P}{d\varphi}=\frac1\varphi-\frac{2}{E+\varphi}=\frac{E-\varphi}{\varphi(E+\varphi)} . \]

The full slope for a thick barrier is

\[ -\frac{d\ln T}{d\varphi}=L\sqrt{\frac\mu\varphi}+\frac{\varphi-E}{\varphi(\varphi+E)} . \]

Taking out the factor \(\sqrt{\mu/\varphi}\) turns the second term into an added length:

\[ -\frac{d\ln T}{d\varphi}=\sqrt{\frac\mu\varphi}\,L_{\rm eff},\qquad L_{\rm eff}=L+\frac{\varphi-E}{\kappa(\varphi+E)} . \]

Hence

\[ s=\frac{\ln10}{\alpha L_{\rm eff}}\sqrt{\frac\varphi\mu} . \]

At fixed barrier height \(1/s\) is thus a straight line in \(L\), but it does not pass through the origin. The offset vanishes at \(\varphi=E\), where \(P\) has its maximum. For \(\varphi>E\), raising the barrier also lowers \(P\), which helps the gate and reduces the swing. Since \(|\varphi-E|<\varphi+E\), the offset is smaller in size than one decay length \(1/\kappa\). The relative correction to the slope is therefore below \(1/(\kappa L)\).

In the example the offset is \(0.015/(0.06325\times0.025)=9.49\) bohr, so \(L_{\rm eff}=109.5\) bohr. The swing becomes \(0.00809\times100/109.5=0.00739\) Ry per decade, or 100.5 mV per decade. This agrees with a numerical gate derivative of the full transmission; the simple formula is 9.5% above that numerical value.

For longer barriers the two approach each other (swings in Ry per decade):

| \(L\) (bohr) | simple | numerical |
|---:|---:|---:|
| 100 | 0.00809 | 0.00739 |
| 200 | 0.00405 | 0.00386 |
| 400 | 0.00202 | 0.00198 |
| 800 | 0.00101 | 0.00100 |

The longer barriers serve only to display the limit. The transmission is about \(3\times10^{-22}\) at 400 bohr and \(3\times10^{-44}\) at 800 bohr, far below any measurable current, so in a real device other leakage paths would set the swing. The same holds for the 400-bohr examples of parts (e) and (f). The numerical swing varies as \(L^{-0.936}\) between the first two lengths and as \(L^{-0.983}\) between the last two, approaching the inverse law. At \(L=100\) bohr, raising \(\varphi\) from 0.01 to 0.04 Ry increases the numerical swing from 0.00533 to 0.01053 Ry per decade. The factor is 1.98, close to the 2 expected from \(\sqrt\varphi\). The formula with \(L_{\rm eff}\) was tested against numerical derivatives for three lengths, three barrier heights and two masses, and agreed within 0.1% in each case.

## (d) Comparison at the same off-current

*A designer may instead require the same off-current at every gate length. How does the swing then depend on \(L\)?*

**Solution.** We compare devices at the same small drain bias, where equal current means equal transmission \(T^*\). An off-current specified at the full supply voltage would also depend on how far the drain lowers the barrier, which this model leaves out. Define \(C=\ln(1/T^*)\). The condition \(Pe^{-2\kappa L}=T^*\) gives

\[ 2\kappa L=C+\ln P . \]

For sufficiently small \(T^*\) we may neglect \(\ln P\) beside \(C\). Then

\[ \kappa\simeq\frac{C}{2L},\qquad \varphi=\frac{\kappa^2}{\mu}\simeq\frac{C^2}{4\mu L^2} . \]

A shorter device needs a higher barrier, and a higher barrier has a larger swing. Using \(\sqrt{\varphi/\mu}=\kappa/\mu\) in the result of part (b),

\[ s\simeq\frac{\ln10}{\alpha L}\,\frac{\kappa}{\mu}\simeq\frac{\ln10\;C}{2\alpha\mu L^2} . \]

One factor \(1/L\) comes from the path length and the other from the required barrier height. At fixed off-current the swing thus follows approximately an inverse-square law, as long as the required barrier is low enough for the parabolic band to hold.

For \(T^*=10^{-6}\), \(C=13.82\), and at \(L=100\) bohr the estimate is

\[ s\simeq\frac{2.3026\times13.82}{2\times0.9\times0.2\times100^2}=0.00884\ \text{Ry per decade}. \]

The numerical value is 0.00852. At 200 bohr the estimate is 0.00221 and the numerical value 0.00237. The required barrier falls from 0.0265 to 0.0072 Ry between these lengths, and the numerical swing varies as \(L^{-1.85}\). These values assume the parabolic band. In the two-band form of part (b), with a gap of 1.12 eV, \(\kappa\) cannot exceed \(\sqrt{\mu E_g}/2=0.064\) per bohr, less than the 0.073 required at 100 bohr.

The departure from \(-2\) comes from the two neglected effects. The exponent \(2\kappa L\) contains \(\ln P\), which changes with \(\varphi\), and \(L\) should be replaced by \(L_{\rm eff}\). If \(T^*\) is made smaller at given lengths, \(\varphi\) grows roughly as \(C^2\) and \(P\) tends to \(16E/\varphi\). Its logarithm then grows much more slowly than \(C\), while the length correction is below \(1/(\kappa L)\simeq2/C\). Both relative corrections vanish. For \(T^*=10^{-30}\), far below any useful current and needing barriers of 2 to 8 eV, but a suitable mathematical check of the limit, the exponent is \(-1.97\).

Large \(L\) at given \(T^*\) is a different limit. There the required \(\varphi\) falls far below \(E\), so \(P\) becomes small and can no longer be ignored, and the exponent passes through \(-2\). The required height reaches zero at a finite length, where \(\mu EL^2/4=1/T^*-1\), about 63000 bohr for \(T^*=10^{-6}\).

## (e) How low must the temperature be?

*Estimate the temperature at which passage over the barrier competes with tunnelling at the Fermi level, and the swing on either side of it.*

**Solution.** The chemical potential in the leads is kept at \(E\) at all temperatures. At finite temperature the conductance integral contains electrons above the Fermi level. They are few, but they meet a lower barrier. Let \(w=E+\varphi-\varepsilon\) be the remaining height at energy \(\varepsilon\). Several \(k_BT\) above \(E\), the factor \(-f'\) is proportional to \(e^{-(\varepsilon-E)/k_BT}\), and \(\varepsilon-E=\varphi-w\). Apart from prefactors, the integrand is \(e^{\Lambda(w)}\) with

\[ \Lambda(w)=-2L\sqrt{\mu w}-\frac{\varphi-w}{k_BT} . \]

Its derivatives are

\[ \Lambda'=-L\sqrt{\frac\mu w}+\frac1{k_BT},\qquad \Lambda''=\frac{L\sqrt\mu}{2w^{3/2}}>0 . \]

A stationary point is therefore a minimum, and the largest exponent lies at one of the two ends. At the Fermi level, \(w=\varphi\), it is \(-2\kappa L\); at the barrier top, \(w=0\), it is \(-\varphi/k_BT\). They are equal at the crossover temperature \(T_c\):

\[ k_BT_c=\frac{\varphi}{2\kappa L}=\frac{1}{2L}\sqrt{\frac\varphi\mu}=\frac1{2\beta} . \]

Because prefactors are left out, \(T_c\) only estimates where the two contributions to the current are equal. For a short barrier the actual equality can lie well above \(T_c\). Well below \(T_c\) the swing is that of tunnelling. Well above it, but with \(k_BT\ll\varphi\), \(G\propto e^{-\varphi/k_BT}\) to leading exponential order, and

\[ s\simeq\frac{\ln10\,k_BT}{\alpha} . \]

At \(T_c\) this thermionic swing is \(\ln10/(2\alpha\beta)\), half the tunnelling value. The reason is that the two exponents are then equal in size, but one is proportional to \(\varphi\) and the other to \(\sqrt\varphi\); the first has twice the logarithmic slope. Warming the device from well below \(T_c\) to somewhat above it therefore lowers the swing, although it raises the current. On further warming the swing rises again and follows the thermionic law to within a few percent. For \(L=100\) bohr it lies about 3% below that law at 500 K and 4% below at 750 K.

For \(L=100\) bohr, \(T_c\) is about 250 K. At 30 K the full energy integral gives \(s=0.00738\) Ry per decade, about 15 times the thermionic value of 0.00049. At 300 K it gives 0.00603, still above the thermionic 0.00486. The difference of the two exponents explains why the change is gradual. It is

\[ 2\kappa L-\frac{\varphi}{k_BT}=2\kappa L\left(1-\frac{T_c}{T}\right), \]

which at 300 K is only \(12.65\times(1-249.6/300)=2.1\). Prefactors still matter at that level.

For \(L=400\) bohr, \(2\kappa L\) is four times larger and \(T_c=62.4\) K. At \(0.6\,T_c\) the swing is 0.00196 Ry per decade, against 0.00198 at zero temperature. At \(1.5\,T_c\) it is 0.00150, against the thermionic 0.00152. Since \(T_c\propto1/L\) at fixed barrier height, tunnelling persists to higher temperature in shorter devices.

## (f) The first thermal correction

*Well below \(T_c\), how does the swing begin to change with temperature?*

**Solution.** Expand \(T(\varepsilon)\) about \(E\) in the conductance integral. The function \(-f'\) is even about \(E\), has unit area, and has second moment \(\pi^2(k_BT)^2/3\). The linear term vanishes, and the quadratic term carries a factor \(\frac12\):

\[ G\simeq\frac{2e^2}{h}\,T(E)\left[1+\frac{\pi^2}{6}(k_BT)^2\,\frac{T''(E)}{T(E)}\right]. \]

Here \(T''\) is the second energy derivative of the transmission at fixed barrier top. For the exponential alone, raising \(\varepsilon\) lowers the remaining height, so \(d\ln T/d\varepsilon=\beta\) at the Fermi level. Moreover \(L\sqrt{\mu/w}\) increases with \(\varepsilon\) at the rate \(\beta/(2\varphi)\) there. Thus

\[ \frac{T''}{T}=\beta^2+\frac{\beta}{2\varphi} . \]

The second term is smaller than the first by \(1/(2\beta\varphi)=1/(2\kappa L)\) and is dropped. The prefactor, also left out, adds \(1/E-1/\varphi\) to \(d\ln T/d\varepsilon\). The result below therefore needs \(\beta E\gg1\) and \(k_BT\ll E\) as well as \(\kappa L\gg1\); in the example \(\beta E\) is only 1.6. For \(k_BT\beta\ll1\), the logarithm of the bracket is approximately \(\pi^2(k_BT)^2\beta^2/6\). Since \(\beta^2=\mu L^2/\varphi\), its derivative is \(d\beta^2/d\varphi=-\beta^2/\varphi\), and

\[ -\frac{d\ln G}{d\varphi}\simeq\beta+\frac{\pi^2(k_BT\beta)^2}{6\varphi} . \]

The slope increases, so the swing falls quadratically with temperature. With \(k_BT\beta=T/(2T_c)\) and \(\beta\varphi=\kappa L\), the relative fall is

\[ -\frac{\delta s}{s}\simeq\frac{\pi^2}{24\,\kappa L}\left(\frac{T}{T_c}\right)^2 . \]

For \(L=100\) bohr at 77 K this is \(9.87\times(77/249.6)^2/(24\times6.325)=0.6\%\). The full integral gives a fall from 0.007389 to 0.007343 Ry per decade, also 0.6%. Such close agreement is partly accidental: at this short length the omitted terms are not small, but they nearly cancel in the ratio for this barrier height. At other heights, or for a smaller Fermi energy even with a much thicker barrier, the formula can be wrong by tens of percent of the small correction.

A check with a longer barrier uses \(L=400\) bohr at \(0.2\,T_c\), where \(k_BT\beta=0.1\). The predicted extra slope is \(\pi^2\times0.01/(6\times0.02)=0.82\) per Ry; the numerical value is 0.88. The leading formula is thus about 6% below the numerical increment, with the prefactor and smaller terms left out.

The expansion describes electrons near the Fermi level and does not contain the separate contribution from the barrier top. It cannot be continued through \(T_c\). The remaining computed values are in the numerical output.

## Calculated quantities

```
effective mass ratio              0.20
Fermi energy above band edge      0.0050 Ry
barrier above Fermi energy        0.0200 Ry
barrier length                    100.0 bohr
barrier length converted          5.292 nm
gate efficiency alpha             0.90
lead wave number k                0.03162 1/bohr
decay constant kappa              0.06325 1/bohr
kappa*L                           6.3246
prefactor of exponential          2.5600
transmission, wave matching       8.21865e-06
transmission, Schroedinger ODE    8.21865e-06
transmission, thick-barrier form  8.21866e-06
log-slope beta                    316.23 1/Ry
effective length                  109.487 bohr
swing, simple formula             0.008090 Ry/decade
swing, corrected formula          0.007389 Ry/decade
swing, numerical                  0.007389 Ry/decade
swing, simple, converted          110.08 mV/decade
swing, numerical, converted       100.54 mV/decade
crossover temperature             249.6 K
fixed barrier: L (bohr), simple and numerical swing (Ry/decade)
    100  0.008090  0.007389
    200  0.004045  0.003862
    400  0.002023  0.001976
    800  0.001011  0.000999
length exponent, L 100 to 200     -0.936
length exponent, L 400 to 800     -0.983
L = 100 bohr: barrier (Ry), simple and numerical swing (Ry/decade)
  0.010  0.005721  0.005325
  0.020  0.008090  0.007389
  0.040  0.011442  0.010526
fixed transmission: T, L (bohr), barrier (Ry),
  numerical swing, 1/L^2 estimate (Ry/decade)
  1e-06   100  0.026548  0.008522  0.008836
  1e-06   200  0.007191  0.002369  0.002209
  1e-30   100  0.562947  0.041702  0.044182
  1e-30   200  0.146235  0.010648  0.011046
length exponent at T = 1e-06      -1.847
length exponent at T = 1e-30      -1.970
L = 100 bohr: temperature (K), full swing, ln10*kT/alpha (Ry/decade)
     30  0.007383  0.000486
     77  0.007343  0.001248
    150  0.007199  0.002431
    300  0.006030  0.004861
L = 400 bohr: crossover           62.41 K
  swing at zero temperature       0.001976 Ry/decade
  swing at 0.6 of crossover       0.001963 Ry/decade
  swing at 1.5 of crossover       0.001501 Ry/decade
  ln10*kT/alpha at 1.5            0.001517 Ry/decade
  extra log-slope at 0.2          0.8776 1/Ry
  same, leading formula           0.8225 1/Ry
```
